Optical mass of degenerate electrons in an isotropic nonparabolic band

**What dimensions and symmetry fix**

A conduction band has its minimum at k = 0, with energy E measured from there, and obeys

E(1 + aE) = ħ²k²/(2m).

Here m is the mass at the band bottom and a is an inverse energy. At zero temperature the electrons fill a sphere of radius kF. How heavy do they appear to a weak, uniform optical field?

The filled sphere and the band are both isotropic, so the current is parallel to the field and a single scalar mass m_opt describes the response. It can depend on m, a, ħ and kF. These form one dimensionless group, aħ²kF²/m, so

m_opt = m Φ(aħ²kF²/m), with Φ(0) = 1.

The value at zero is the parabolic limit, checked next. Dimensions cannot supply the function Φ; the motion of the electrons must.

**Stage 1: the parabolic band**

The electron charge is −e and the electric field is F exp(−iωt), in Gaussian units. Between collisions each wavevector obeys

ħ dk/dt = −eF exp(−iωt).

The right side does not depend on k, so all occupied states shift by the same vector q. For an oscillating shift, d/dt becomes −iω, and

−iωħq = −eF, so q = −ieF/(ħω).

With a = 0 the velocity is v = ħk/m. Before the shift the mean velocity is zero, because k and −k are equally occupied. After it, the mean is ħq/m, whatever the size of the sphere. The current density of n electrons per unit volume is

j = −en ħq/m = i n e²F/(mω).

This suggests the definition for any band: m_opt is the mass in the collisionless free-carrier conductivity

σ(ω) = i n e²/(m_opt ω),

or, equivalently, in

mean velocity = ħq/m_opt, for small q.

Transitions to other bands are left out of this current. They will enter through a background dielectric constant. Filling the band blocks some of these transitions, so that constant belongs to the doped material and varies with density.

**Stage 2: one dimension, any symmetric band**

Let the electrons fill the segment from −kF to kF. The velocity is v = (1/ħ)dE/dk, so after a shift q the mean velocity is

(1/2kF) ∫ v dk, from −kF+q to kF+q
= [E(kF+q) − E(−kF+q)]/(2ħkF).

To first order, E(kF+q) = E(kF) + ħv_F q. Since E is even in k, its slope at −kF is −ħv_F, so E(−kF+q) = E(kF) − ħv_F q. The difference is 2ħv_F q and the mean velocity is qv_F/kF. Comparison with ħq/m_opt gives

m_opt = ħkF/v_F.

The interior of the segment has dropped out: the shift adds states at one end and removes them at the other.

**Stage 3: three dimensions**

Now expand the mean velocity of the shifted sphere to first order in q:

⟨v_i(k+q)⟩ = Σ_j ⟨∂v_i/∂k_j⟩ q_j.

The brackets denote an average over the originally filled sphere. By isotropy the averaged matrix is a multiple of the unit matrix, and the multiple is one third of its trace. Hence

ħ/m_opt = (1/3)⟨∇ₖ·v⟩.

The sphere has volume 4πkF³/3. The divergence theorem turns the volume integral of ∇ₖ·v into the outward flux, 4πkF²v_F. Therefore

ħ/m_opt = (1/3) · 4πkF²v_F / (4πkF³/3) = v_F/kF.

The one-dimensional result survives unchanged. What remains is the Fermi velocity of the stated band.

Write γ = ħ²k²/(2m) and s = 1 + 2aE. Then

s² = 1 + 4aE + 4a²E² = 1 + 4aE(1 + aE) = 1 + 4aγ.

At k = 0 the chosen branch has E = 0 and s = 1, so by continuity s is the positive root:

s = √(1 + 4aγ) = √(1 + 2aħ²k²/m).

Differentiating the band relation with respect to k gives

(1 + 2aE) dE/dk = ħ²k/m, so v = ħk/(ms).

At the Fermi surface this makes ħkF/v_F = m s_F, and

m_opt = m √(1 + 2aħ²kF²/m) = m(1 + 2aE_F).

The unknown function is Φ(x) = √(1 + 2x).

For a < 0 the result requires 1 + 2aħ²kF²/m > 0. At the point where this vanishes, s = 0 and the velocity of the model band diverges, so the band relation has failed before that.

The formula was tested against the current of a numerically displaced Fermi sphere, with m = 0.20 electron masses, a = −0.1, 0, 0.4 and 2 eV⁻¹, and densities of 10²⁰ and 5×10²⁰ cm⁻³. The band energy was found from its implicit equation and the velocities by finite differences. All eight masses agreed to within one part in 10⁵.

**Two limits, and a mass that does not work**

For small aħ²kF²/m, expansion of the root gives

m_opt ≈ m + aħ²kF².

For a > 0 and large aħ²kF²/m, the 1 under the root can be dropped:

m_opt ≈ ħkF √(2am), v_F ≈ 1/√(2am).

The velocity saturates and the band becomes nearly linear. Its curvature along k at the Fermi surface then falls as 1/kF³, yet the optical mass grows only in proportion to kF. To see why, differentiate v = ħk/(ms), using ds/dk = 2aħ²k/(ms):

dv/dk = ħ/(ms) − (ħk/(ms²)) · 2aħ²k/(ms)
= (ħ/(ms³)) (s² − 2aħ²k²/m)
= ħ/(ms³).

The longitudinal curvature mass is thus ms³. For a sideways change of k the speed stays fixed and the velocity turns with k, so the transverse mass is ħk/v = ms. There are two transverse directions. Averaging the inverse masses over the Fermi surface alone would give

3/[1/(ms_F³) + 2/(ms_F)],

which differs from ms_F when a ≠ 0. The average in Stage 3 runs over the whole filled volume. For a > 0 the deeper states have smaller s and larger inverse masses, so the surface average overestimates the optical mass.

**Stage 4: collisions**

Suppose that collisions occur at the same rate 1/τ for all electrons, and that each one returns the electron to the equilibrium distribution. The probability that the last collision happened between u and u + du ago is exp(−u/τ)du/τ. Since then the electron has shifted by

q(t,u) = −(eF/ħ) ∫ exp(−iωt′) dt′, from t−u to t
= −(eF/ħ) exp(−iωt) [exp(iωu) − 1]/(iω).

The average of exp(iωu) over u is 1/(1 − iωτ). The average of the square bracket is therefore iωτ/(1 − iωτ), and

⟨q⟩ = −(eFτ/ħ) exp(−iωt)/(1 − iωτ).

Multiplying by −enħ/m_opt and dividing by the field gives

σ(ω) = n e²τ/[m_opt(1 − iωτ)].

In this model collisions broaden the response without changing its mass. For ωτ ≫ 1 the earlier collisionless form returns. A numerical average over collision histories, at ωτ = 2 and a displacement scale eFτ/ħ = 0.001 kF, agreed with this law at two instants to one part in 10⁴.

The dielectric function is ε = ε∞ + 4πiσ/ω. Since 1 − iωτ = −iτ(ω + i/τ),

ε = ε∞ − ωp²/[ω(ω + i/τ)], ωp² = 4πne²/m_opt.

The real part of 1/[ω(ω + i/τ)] is 1/(ω² + 1/τ²). The real part of ε therefore vanishes at the plasma edge

ω² = ωp²/ε∞ − 1/τ².

**A film in numbers**

Take round model parameters: m = 0.20 electron masses (m_e), a = 0.40 eV⁻¹, n = 5×10²⁰ cm⁻³ = 0.5 nm⁻³, ε∞ = 4, mobility 40 cm²/Vs, and thickness 200 nm. With two spin states per k,

n = 2(4πkF³/3)/(2π)³ = kF³/(3π²),

so

kF = (3π² × 0.5)^(1/3) = 2.4554 nm⁻¹.

With ħ²/(2m_e) = 0.0381 eV nm²,

γF = 0.0381 × 2.4554²/0.20 = 1.149 eV,
s_F = √(1 + 4 × 0.40 × 1.149) = 1.685,
E_F = (1.685 − 1)/(2 × 0.40) = 0.856 eV,
m_opt = 0.20 × 1.685 = 0.337 m_e.

The surface-curvature average would be 0.430 m_e, about 28% above the optical mass.

The plasma energy ħωp is 1.43 eV. Dividing by √ε∞ = 2 puts the undamped edge at 0.715 eV, or 1733 nm. Using the band-bottom mass instead would put it at 0.928 eV, or 1336 nm. That energy is too high by the factor √1.685 = 1.30.

If the mobility is eτ/m_opt with the same τ as in the optical response, then τ = 7.66 fs and ħ/τ = 0.086 eV. The damped edge is

√(0.715² − 0.086²) = 0.710 eV,

or 1746 nm, which is 0.7% below the undamped energy. This is the zero of the real part of ε, not a feature read directly from a normal-incidence spectrum. With the same ε, a thick sample has its reflectance minimum near 0.83 eV, and the 200 nm film on glass of index 1.5 absorbs most near 0.62 eV.

**Reading m and a from density**

Squaring the mass formula and inserting kF gives

m_opt² = m² + 2amħ²(3π²n)^(2/3).

If the band obeys the stated relation over the whole filled range, and m and a do not change with doping, a plot of m_opt² against n^(2/3) is a straight line. For the present parameters the optical mass is 0.255, 0.283, 0.337 and 0.396 m_e at densities of 1, 2, 5 and 10 × 10²⁰ cm⁻³.

Take the first and last of these. The values of kF² are 2.062 and 9.571 nm⁻². With masses in units of m_e, the slope against kF² is

(0.3958² − 0.2552²)/(9.571 − 2.062) = 0.01219 nm².

The intercept is 0.2552² − 0.01219 × 2.062 = 0.0400, so m = 0.200. In these units the slope equals 4am × 0.0381 eV nm², which returns a = 0.400 eV⁻¹. A single optical mass cannot separate the two parameters. Even with two, a is sensitive to error: opposite errors of 2% in the two masses move it between 0.34 and 0.47 eV⁻¹. If the band carries the cubic term of Stage 6, the same fit returns m = 0.210 and a = 0.306 eV⁻¹, so the fitted values are then effective ones.

**Stage 5: finite temperature**

At temperature T the average over filled states contains the Fermi function f(E). In an isotropic band ∇ₖ·v = k⁻² d(k²v)/dk. Integrating by parts moves the derivative onto f, and v = ħk/(ms) then gives

n = (1/3π²) ∫ (−df/dE) k³ dE,
n/m_opt = (1/3π²) ∫ (−df/dE) k³/(ms) dE.

Let N = k³, g = 1/s and G = Ng, with primes for d/dE. For k_BT ≪ E_F, the Sommerfeld expansion of a smooth function H is

∫ (−df/dE) H dE = H(μ) + cH″(μ), c = (π²/6)(k_BT)².

Fixed density requires N(μ) + cN″ = N(E_F), so μ − E_F = −cN″/N′. The integral of G then changes from its cold value by

c(G″ − G′N″/N′) = c(2N′g′ + Ng″ − Ng′N″/N′).

Dividing by G = N/s gives the relative change of 1/m_opt:

cs[g″ + g′(2N′/N − N″/N′)].

Since γ′ = s and s′ = 2a,

g′ = −2a/s², g″ = 8a²/s³.

Since N is proportional to γ^(3/2),

N′/N = 3s/(2γ), N″/N′ = s/(2γ) + 2a/s.

The round bracket is 5s/(2γ) − 2a/s, and the whole expression becomes c(12a²/s² − 5a/γ). The mass changes by the opposite fraction:

δm_opt/m_opt = (π²/6)(k_BT)² (5a/γF − 12a²/s_F²).

For a > 0 this is positive: with x = aγF, the bracket equals a²(5 + 8x)/[x(1 + 4x)]. At 300 K, k_BT = 0.02585 eV and the bracket is 1.741 − 0.677 = 1.064 eV⁻². The mass rises by 0.117%, and direct quadrature at fixed density gives the same figure. This counts only the spreading of the occupation, with m and a held fixed.

**Stage 6: other dispersions and unequal axes**

Replace the band relation by

γ(E) = Σ_i ħ²k_i²/(2m_i).

Differentiation gives v_i = ħk_i/(m_iγ′). Let m_d be the geometric mean of the three masses and set k_i = κ_i √(m_i/m_d). The filled ellipsoid becomes a sphere of the same volume, and

⟨∂v_i/∂k_i⟩ = (ħ/m_i) ⟨∂(κ_i/γ′)/∂κ_i⟩ = ħ/[m_iγ′(E_F)].

The last step is the divergence theorem of Stage 3, applied to the vector κ/γ′. Thus

m_opt,i = m_i γ′(E_F),

where E_F follows from γ(E_F) = ħ²(3π²n)^(2/3)/(2m_d).

Two variations show the sensitivity of the example at fixed density. Adding bE³ to γ(E), with an illustrative b = −0.032 eV⁻², lowers the optical mass by 3.7%. Making the z mass 10% larger than the other two, at fixed m_d, lowers the undamped edge for a field along z by 3.1%. Displaced-volume currents agreed with the formula in both cases to one part in 10⁵.

**Beside real films**

The example lies in the rough regime of heavily doped n-type transparent conducting oxides: densities of some 10²⁰ to 10²¹ cm⁻³, mobilities of tens of cm²/Vs and a near-infrared plasma edge. The values of m and a are model choices, not data for a compound. Real films can break the assumption of one relaxation time, because grain boundaries may limit the measured mobility differently from the optical response. Boundaries that lower only the measured mobility would make the optical ħ/τ smaller than the value used here, and the edge would lie closer to its undamped position. If some other cause made the optical ħ/τ twice the value used here, the edge would be √(0.715² − 0.172²) = 0.694 eV, about 3% below the undamped energy.

Other effects can be sized for the same film:

- Background dispersion: replacing ε∞ by 1 + 3/[1 − (ħω/8 eV)²], one illustrative interband oscillator, lowers the undamped edge by 0.3%. Blocking of interband transitions by the filled states can matter more. In the isotropic two-band model with gap 1/a = 2.5 eV that gives this dispersion, it lowers the background by about 0.07, 0.18 and 0.25 at 1, 5 and 10 × 10²⁰ cm⁻³. If 4 were the undoped value, the edge would rise by about 2.4%.
- Strong field: at 1 MV/cm and the edge frequency, the peak shift eF/(ħω) is 0.057 kF. The current at that shift is 0.06% below the linear value. Heating by the field is a separate and larger effect: with the damping used here, 100 fs at this amplitude would warm the electrons from 300 K to about 1100 K if no heat reached the lattice, and raise the optical mass by about 1.4%.
- Surfaces and disorder: v_F = 8.4×10⁵ m/s gives a mean free path of 6.5 nm, or 3% of the thickness. The product of kF and the mean free path is 16, so a description by wavevectors is reasonable.
- Electron repulsion: the radius of a sphere that holds one electron on average, (3/4πn)^(1/3), divided by the effective Bohr radius ε∞ħ²/(m_opt e²), is 1.24. This is not small, and the resulting change of mass is not calculated here.

Polar lattice vibrations need a separate estimate. For one slow electron coupled to a phonon of energy ħω_L, with energy in units of ħω_L and k in units of √(2mω_L/ħ), second-order perturbation theory for the Fröhlich coupling gives

ΔE = −(α/π) ∫₀^∞ dq ∫₋₁¹ dx /(1 + q² − 2kqx).

Expanding in k, the k² term of the x integral is 8k²q²/[3(1 + q²)³]. Since ∫₀^∞ q²dq/(1 + q²)³ = π/16, ΔE = −α − αk²/6. Added to the bare energy k², this raises the mass by the factor 1/(1 − α/6). The coupling constant is

α = (1/ε∞ − 1/ε₀) √[(m/m_e) × 13.6 eV/(ħω_L)],

where ε₀ is the static dielectric constant. With illustrative values ε₀ = 9 and ħω_L = 0.060 eV, α = 0.935 and the rise is 18%. Second order fixes only the term linear in α, and the form 1 + α/6 gives 16%. This is a scale for a single electron at low frequency. The plasma edge lies at about twelve times the phonon energy, in a dense electron gas, and the estimate does not apply there as a correction.

The numerical output below lists most of these values to more digits; the field-heating estimate, the edge at doubled damping, the sensitivity of the two-density fit, the spectral features of the film and the blocking estimate are given only in the text.

Numbers as computed

```
band-bottom mass m = 0.20 m_e
nonparabolicity a = 0.40 1/eV
density n = 5.0e+20 cm^-3
background constant eps_inf = 4.0
mobility = 40 cm2/Vs
temperature = 300 K, kT = 0.02585 eV
film thickness = 200 nm
hbar^2/(2 m_e) = 0.038100 eV nm^2
Fermi wavenumber kF = 2.4554 nm^-1
hbar^2 kF^2/(2m) = 1.1486 eV
mass factor 1+2aE_F = 1.6845
Fermi energy E_F = 0.8557 eV
optical mass, formula = 0.33691 m_e
optical mass, current = 0.33691 m_e
longitudinal curvature mass = 0.9560 m_e
surface-curvature average = 0.4297 m_e
n = 1e+20 cm^-3: m_opt = 0.2552 m_e
n = 2e+20 cm^-3: m_opt = 0.2827 m_e
n = 5e+20 cm^-3: m_opt = 0.3369 m_e
n = 1e+21 cm^-3: m_opt = 0.3958 m_e
recovered from two densities: m = 0.2000 m_e
recovered from two densities: a = 0.4000 1/eV
unscreened plasma energy = 1.4305 eV
undamped plasma edge = 0.7152 eV = 1733 nm
edge using m = 0.9283 eV = 1336 nm
relaxation time = 7.662 fs
damping hbar/tau = 0.0859 eV
damped edge = 0.7101 eV = 1746 nm
damping shift of edge = -0.724 %
thermal mass change, quadrature = 0.1170 %
thermal mass change, formula = 0.1170 %
cubic band coefficient b = -0.0320 1/eV^2
cubic-term mass change = -3.71 %
z-to-perpendicular mass ratio = 1.10
anisotropy shift of z edge = -3.13 %
interband oscillator energy = 8.0 eV
background-dispersion shift = -0.299 %
strong-field amplitude = 1.0 MV/cm
peak shift / kF = 0.0569
strong-field current change = -0.0642 %
Fermi velocity = 8.437e+05 m/s
mean free path = 6.46 nm
mean free path / thickness = 0.0323
kF times mean free path = 15.87
density parameter r_s (eps_inf) = 1.244
static constant = 9.0, phonon = 0.060 eV
polaron coupling alpha = 0.935
low-frequency polaron mass rise = 18.5 %
```
